# Pairwise thermostats, momentum conservation and hydrodynamic screening by Langevin friction

Q: You want to thermostat a fluid with friction and noise acting between pairs of particles. Friction removes energy and noise supplies it, so surely any two reasonable functions of distance will do, once their strengths are balanced?

A: Let us write the forces down and see. Particle $i$ has mass $m_i$, position $\mathbf r_i$, momentum $\mathbf p_i$ and velocity $\mathbf v_i=\mathbf p_i/m_i$. Let $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, $\mathbf e_{ij}=\mathbf r_{ij}/r_{ij}$ and $\mathbf v_{ij}=\mathbf v_i-\mathbf v_j$. With conservative forces $\mathbf F_i=-\partial U/\partial\mathbf r_i$,

$$d\mathbf p_i=\mathbf F_i\,dt+\sum_{j\ne i}\mathbf e_{ij}\left[-\gamma_D w_D(r_{ij})(\mathbf e_{ij}\cdot\mathbf v_{ij})\,dt+\sigma w_R(r_{ij})\,dW_{ij}\right].$$

Here $\gamma_D$ is a mass per time, and $w_D$, $w_R$ are dimensionless weights. Each pair has one Wiener process, $dW_{ij}=dW_{ji}$, with $dW_{ij}^2=dt$; different pairs are independent. The noise amplitude depends on positions, but noise enters the momenta alone, so the Ito and Stratonovich readings agree.

Q: How do you get from this to a statement about the equilibrium distribution?

A: Through the equation for the phase-space density $\rho$. In time $dt$ a pair exchanges the impulse $s\,\mathbf e_{ij}$, where $s$ is the square bracket: $\mathbf p_i$ gains it and $\mathbf p_j$ loses it. Define

$$D_{ij}=\mathbf e_{ij}\cdot\left(\frac{\partial}{\partial\mathbf p_i}-\frac{\partial}{\partial\mathbf p_j}\right).$$

A function $f$ of the momenta then changes by $s\,D_{ij}f+\tfrac12 s^2D_{ij}^2f$. Averaging over the noise, with $\langle dW_{ij}\rangle=0$ and $s^2=\sigma^2w_R^2\,dt$ to first order in $dt$, gives the rate

$$-\gamma_Dw_D(\mathbf e_{ij}\cdot\mathbf v_{ij})D_{ij}f+\tfrac12\sigma^2w_R^2D_{ij}^2f .$$

Cross terms between pairs vanish because their noises are independent. Multiply by $\rho$, integrate over momenta, and move the derivatives onto $\rho$ by parts. Each $D_{ij}$ moved gives a minus sign, so the first term changes sign and the second does not:

$$\left.\frac{\partial\rho}{\partial t}\right|_{\rm pairs}=\sum_{i<j}D_{ij}\left[\gamma_Dw_D(\mathbf e_{ij}\cdot\mathbf v_{ij})+\tfrac12\sigma^2w_R^2D_{ij}\right]\rho .$$

Now insert $\rho_c\propto e^{-H/kT}$, with $H=\sum_i p_i^2/2m_i+U$. The conservative motion contributes

$$-\sum_i\left(\mathbf v_i\cdot\frac{\partial\rho_c}{\partial\mathbf r_i}+\mathbf F_i\cdot\frac{\partial\rho_c}{\partial\mathbf p_i}\right)=-\sum_i\frac{\mathbf v_i\cdot\mathbf F_i-\mathbf F_i\cdot\mathbf v_i}{kT}\,\rho_c=0 .$$

For the pair part, $\partial\rho_c/\partial\mathbf p_i=-\mathbf v_i\rho_c/kT$ gives $D_{ij}\rho_c=-(\mathbf e_{ij}\cdot\mathbf v_{ij})\rho_c/kT$. What remains is

$$\sum_{i<j}D_{ij}\left[A_{ij}(\mathbf e_{ij}\cdot\mathbf v_{ij})\rho_c\right],\qquad A_{ij}=\gamma_Dw_D(r_{ij})-\frac{\sigma^2w_R^2(r_{ij})}{2kT}.$$

If every $A_{ij}$ vanishes, the canonical density is stationary.

Q: That is sufficient. Could the mismatches of different pairs not cancel in the sum?

A: Carry out the last derivative. Since $D_{ij}(\mathbf e_{ij}\cdot\mathbf v_{ij})=1/m_i+1/m_j$, the product rule gives

$$\rho_c\sum_{i<j}A_{ij}\left[\frac1{m_i}+\frac1{m_j}-\frac{(\mathbf e_{ij}\cdot\mathbf v_{ij})^2}{kT}\right].$$

This must vanish for all momenta. The term containing both $\mathbf v_i$ and $\mathbf v_j$ is $2A_{ij}(\mathbf e_{ij}\cdot\mathbf v_i)(\mathbf e_{ij}\cdot\mathbf v_j)/kT$, and no other pair supplies such a term. Hence $A_{ij}=0$ separately for each pair, at every separation the fluid can reach:

$$\gamma_Dw_D(r)=\frac{\sigma^2w_R^2(r)}{2kT}.$$

If the weights are normalised so that $w_D=w_R^2=1$ at one reference separation, this splits into the Espanol-Warren condition

$$w_D(r)=w_R^2(r),\qquad \sigma^2=2\gamma_DkT .$$

One weight is free and the other is then fixed. The full operator was evaluated for three unequal masses in a plane, at positions $(0,0)$, $(0.5,0.2)$, $(0.1,0.6)$ with momenta $(0.7,-0.4)$, $(0.3,1.1)$, $(-0.8,0.5)$. The masses were 1, 2 and 1.5, with $kT=1.3$, $\gamma_D=2$, $\sigma^2=2\gamma_DkT$ and $w_R=1-r$. The residual divided by $\rho_c$, which is a rate, is zero to rounding for $w_D=w_R^2$. For $w_D=w_R$ it is 1.963 in these units, as the sum above predicts. The value belongs to this point: at the same positions with all momenta zero the sum gives 2.113.

Q: Suppose I ignore this and use $w_D=w_R$, with $\sigma^2=2\gamma_DkT$. Do I merely get a slightly wrong temperature?

A: An energy balance gives an estimate. Applying the averaged rate above to the kinetic energy $K$, with $D_{ij}K=\mathbf e_{ij}\cdot\mathbf v_{ij}$, each pair changes $K$ at the mean rate

$$-\gamma_Dw_D(\mathbf e_{ij}\cdot\mathbf v_{ij})^2+\tfrac12\sigma^2w_R^2\left(\frac1{m_i}+\frac1{m_j}\right).$$

In a steady state the conservative forces do no net work, so the sum over pairs averages to zero. Take equal masses $m$, and assume that velocities are uncorrelated with each other and with positions. Then $\langle(\mathbf e_{ij}\cdot\mathbf v_{ij})^2\rangle=2kT_{\rm kin}/m$, and

$$kT_{\rm kin}=\frac{\sigma^2}{2\gamma_D}\,\frac{\langle w_R^2\rangle}{\langle w_D\rangle}.$$

For $w_R=1-r$ inside a unit cutoff, in two dimensions with uniformly distributed pairs, the wrong choice gives

$$\frac{T_{\rm kin}}{T}=\frac{\int_0^1r(1-r)^2dr}{\int_0^1r(1-r)\,dr}=\frac{1/12}{1/6}=\frac12 .$$

A simulated fluid of 108 particles in a periodic square of side 6, with cutoff, mass and $kT$ set to one, repulsive force $10(1-r)$ and $\gamma_D=4.5$, has kinetic temperature about 0.36 with the wrong weights and about 1.00 with the right ones. Each value comes from a single short run at time step 0.04, which was not varied. The error is large, and larger than the estimate. The estimate assumed uniformly distributed pairs, and velocities uncorrelated with each other and with positions. Neither assumption need hold in this fluid, and their separate effects are not resolved here.

Q: The correct fluid is still being kicked at random. How can its momentum be conserved?

A: The kick on $i$ from $j$ is $s\,\mathbf e_{ij}$ and that on $j$ from $i$ is $-s\,\mathbf e_{ij}$, because $\mathbf e_{ji}=-\mathbf e_{ij}$ while $s$ is symmetric in the two labels. If $U$ is unchanged by a common translation, $\sum_i\mathbf F_i=0$ as well, so

$$d\mathbf P=d\sum_i\mathbf p_i=0$$

for each realisation of the noise, not just on average. This needs $dW_{ij}=dW_{ji}$: independent noises for the two partners would leave a net random force. It does not need the Espanol-Warren condition, which fixes the distribution and not the conservation law.

The pair torque is $s(\mathbf r_i-\mathbf r_j)\times\mathbf e_{ij}=0$. With a rotationally invariant $U$ in unbounded space, angular momentum is conserved too; a periodic box breaks that symmetry.

In the driven pair-thermostat run described below, started at $\mathbf P=0$ and with a drive of zero total force, no component of $\mathbf P$ exceeded about $10^{-13}$ in reduced units. In a periodic box the dynamics therefore samples at fixed $\mathbf P$, provided it is otherwise ergodic, and for $N$ particles in $d$ dimensions the temperature is computed from $dN-d$ momentum degrees of freedom. In unbounded space with a rotationally invariant $U$, the conserved angular momentum is a further constraint on the momenta, and this count does not apply.

Q: A Langevin thermostat also gives the canonical distribution. If the equilibrium averages agree, why should I care about total momentum?

A: Because equal static averages do not imply equal flow. Langevin dynamics adds to each particle

$$-\gamma\mathbf p_i\,dt+\sqrt{2m_i\gamma kT}\,d\mathbf W_i ,$$

where $\gamma$ is a rate, unlike $\gamma_D$. Its density equation contains $\partial_{\mathbf p_i}\cdot(\gamma\mathbf p_i\rho+m_i\gamma kT\,\partial_{\mathbf p_i}\rho)$, which vanishes for $\rho_c$, so the equilibrium is indeed correct. But for equal masses, summing over particles gives

$$d\mathbf P=-\gamma\mathbf P\,dt+\sqrt{2Nm\gamma kT}\,d\mathbf W .$$

The mean momentum decays as $e^{-\gamma t}$, while noise maintains a variance $NmkT$ per component. The same loss occurs locally: the momentum density $\mathbf g$ acquires a term $-\gamma\mathbf g$, whatever the wavelength.

Q: Pair friction is friction too. Why does it not damp long waves in the same way?

A: Take $\mathbf g_{\mathbf k}=\sum_i\mathbf p_ie^{-i\mathbf k\cdot\mathbf r_i}$. A pair force $\mathbf f_{ij}$ changes it at the rate

$$\mathbf f_{ij}\left(e^{-i\mathbf k\cdot\mathbf r_i}-e^{-i\mathbf k\cdot\mathbf r_j}\right),$$

which is of first order in $k$ for short-ranged forces. Momentum is only moved from $\mathbf r_j$ to $\mathbf r_i$, so the force is the divergence of a stress. The viscous part of the stress is proportional to the velocity gradient, which supplies the second factor of $k$.

The direct contribution of pair friction shows this explicitly. In two dimensions let the velocity be along $y$, with $u(x)=a\sin kx$, and let the particles have number density $n$ and uniform pair structure. A neighbour displaced by $X=r\cos\phi$ has velocity $a\sin k(x+X)$. The part odd in $X$ averages out, leaving a velocity difference $u(x)(1-\cos kX)$. Projection onto $\mathbf e$ and back onto $y$ gives $e_y^2=\sin^2\phi$, so the damping rate is

$$\Gamma_D=\frac{\gamma_Dn}{m}\int w_D\sin^2\phi\,(1-\cos kX)\,d^2r .$$

For small $k$, $1-\cos kX\approx\tfrac12k^2r^2\cos^2\phi$. The angular average of $\sin^2\phi\cos^2\phi$ is $1/8$, hence

$$\Gamma_D\approx\nu_Dk^2,\qquad \nu_D=\frac{\gamma_Dn}{16m}\int r^2w_D\,d^2r .$$

With $\gamma_D=4.5$, $n=3$ and $w_D=(1-r)^2$, the integral is $2\pi/60$ and $\nu_D=0.0884$. Direct integration gives the rates 0.0953 at $k=1.047$ and 0.000969 at one tenth of that $k$: nearly a hundredfold fall. This is not the whole viscosity, since it omits momentum carried by moving particles, conservative forces and correlations.

Q: Then put both mechanisms into one equation. Where does a length appear?

A: For a weak transverse flow $u(x,t)$ driven by a force $f\sin kx$ per unit mass,

$$\frac{\partial u}{\partial t}=\nu\frac{\partial^2u}{\partial x^2}-\gamma u+f\sin kx .$$

Here $\nu$ is the kinematic viscosity. An undriven wave decays at the rate $\nu k^2+\gamma$. The steady driven wave has amplitude

$$A=\frac{f}{\nu k^2+\gamma}.$$

The two losses are equal at $k=1/\ell$, with

$$\ell=\sqrt{\nu/\gamma}.$$

For $k\ell\gg1$ viscosity dominates and Langevin friction matters little. For $k\ell\ll1$ the response saturates at $f/\gamma$, whereas the momentum-conserving fluid has $f/(\nu k^2)$, which keeps growing with wavelength. Up to a factor of order one, $\ell$ is the distance over which momentum diffuses during the lifetime $1/\gamma$: the root-mean-square spread $\sqrt{2\nu t}$ along one direction equals $\sqrt2\,\ell$ at $t=1/\gamma$.

Q: Does a fluid of particles really add the two rates like that?

A: It was checked at $k=1.047$ with $f=0.25$. The average driving force was subtracted at each step, so that the drive added no total momentum. The pair thermostat alone gave $A=0.890\pm0.024$; adding Langevin friction with $\gamma=0.5$ gave $A=0.330\pm0.011$. If $\nu$ is the same in both runs,

$$\gamma=\frac{0.25}{0.330}-\frac{0.25}{0.890}\approx0.758-0.281=0.477,$$

with a statistical error of 0.027, consistent with the value put in. The first run also gives $\nu=0.281/1.047^2\approx0.256$, an effective viscosity at this wave number and driving strength. The amplitude 0.89 is close to the thermal speed, so this flow is not weak; linearity in $f$ and heating by the drive were not tested. Then $\ell=\sqrt{0.256/0.5}\approx0.72$. That is shorter than the interaction cutoff, so this run tests the addition of rates at one wavelength, not the continuum flow around a point.

Q: For that flow, then: does everything vanish exponentially beyond $\ell$?

A: It does for a plate sliding in its own plane. There $\nu u''=\gamma u$, and the solution bounded far from the plate is $u=u_0e^{-y/\ell}$. A point force in three dimensions is different, because the flow must also be incompressible. For steady, linear flow with mass density $\rho_m$ and $\eta=\rho_m\nu$,

$$\eta(\nabla^2-\ell^{-2})\mathbf v-\nabla p+\mathbf F\delta(\mathbf r)=0,\qquad\nabla\cdot\mathbf v=0 .$$

In Fourier space, with $\nabla\to i\mathbf k$, the scalar product with $\mathbf k$ removes $\mathbf v$ and gives $i\mathbf kp_{\mathbf k}=\mathbf k(\mathbf k\cdot\mathbf F)/k^2$. Therefore

$$\mathbf v_{\mathbf k}=\frac{k^2\mathbf F-\mathbf k(\mathbf k\cdot\mathbf F)}{\eta}\,\psi_k,\qquad
\psi_k=\frac1{k^2(k^2+\ell^{-2})}=\ell^2\left(\frac1{k^2}-\frac1{k^2+\ell^{-2}}\right).$$

With $x=r/\ell$, the inverse transforms are

$$\psi=\frac{\ell^2(1-e^{-x})}{4\pi r},\qquad -\nabla^2\psi=\frac{e^{-x}}{4\pi r},\qquad \mathbf v=\frac1\eta\left[-\mathbf F\nabla^2\psi+\nabla(\mathbf F\cdot\nabla\psi)\right].$$

The second derivative of $\psi$ is $\psi''$ along $\mathbf r$ and $\psi'/r$ across it. Differentiation gives

$$\frac{\psi'}r=-\frac h{4\pi r},\qquad h=\frac{1-(1+x)e^{-x}}{x^2},$$

and $\psi''=\nabla^2\psi-2\psi'/r=(-e^{-x}+2h)/(4\pi r)$. Adding $-\nabla^2\psi$ to each, we find for a force along or across $\mathbf r$

$$v_\parallel=\frac F{4\pi\eta r}\,2h,\qquad v_\perp=\frac F{4\pi\eta r}\left(e^{-x}-h\right).$$

Both are velocities in the direction of the force. Fourier quadrature at three distances agrees with these formulas.

Q: What do they say close to the force and far from it?

A: For small $x$, $(1+x)e^{-x}=1-x^2/2+x^3/3-\dots$, so $h\approx\tfrac12-x/3$. The brackets become $2h\approx1-2x/3$ and $e^{-x}-h\approx\tfrac12-2x/3$. Their leading terms are the unscreened Oseen flow. The first correction is $-F/(6\pi\eta\ell)$ in both cases, a uniform reduction of the velocity along the force.

For large $x$, $h\approx1/x^2$, and with $\ell^2/\eta=1/(\rho_m\gamma)$

$$\mathbf v\approx\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf F)-\mathbf F}{4\pi\rho_m\gamma r^3}.$$

Viscosity has dropped out. The pressure $p=\mathbf F\cdot\hat{\mathbf r}/(4\pi r^2)$ is unaffected by friction, and far away it drives $\mathbf v=-\nabla p/(\rho_m\gamma)$. Screening thus replaces the $1/r$ flow by a dipolar $1/r^3$ flow.

Q: So what is exponentially screened?

A: The vorticity, because the gradient term in $\mathbf v$ has no curl:

$$|\nabla\times\mathbf v|=\frac1\eta\left|\nabla\frac{e^{-x}}{4\pi r}\times\mathbf F\right|=\frac{F\sin\theta\,(1+x)e^{-x}}{4\pi\eta r^2},$$

where $\theta$ is the angle between $\mathbf r$ and $\mathbf F$. So is the velocity along $\mathbf F$ averaged over the directions of $\mathbf r$. It is proportional to $[2h+2(e^{-x}-h)]/3=2e^{-x}/3$, which is $e^{-x}$ times its Oseen value; the dipole averages to zero.

Q: Give me sizes I can compare with a simulation box.

A: Take round parameters: $\nu=10^{-6}\ \mathrm{m^2/s}$, $\rho_m=1000\ \mathrm{kg/m^3}$, $\gamma=0.01\ \mathrm{ps^{-1}}=10^{10}\ \mathrm{s^{-1}}$ and $F=1$ pN. Then $\ell=\sqrt{10^{-6}/10^{10}}\ \mathrm m=10$ nm. At $r=30$ nm, $x=3$ and

$$\frac F{4\pi\eta r}=\frac{10^{-12}}{4\pi(10^{-3})(3\times10^{-8})}\ \mathrm{m/s}\approx2.65\ \mathrm{mm/s}.$$

Along the separation, screening reduces this to $0.178\times2.65\approx0.47$ mm/s. Across it, the Oseen value 1.33 mm/s becomes $-0.10$ mm/s: the fluid beside the force moves backwards, as in the dipole. At 100 nm the parallel flow is 2.0% of its Oseen value, matching $2/x^2$, while the direction average has fallen to $4.5\times10^{-5}$ of its own.

Q: Can I keep Langevin friction and simply make it weak?

A: Yes, if $\gamma\ll\nu k^2$ for the longest wave of interest. In a periodic box of side $L$ the smallest nonzero wave number is $2\pi/L$, so for flows with $k\neq0$ the condition is $L\ll2\pi\ell$. The mean total momentum, at $k=0$, still decays as $e^{-\gamma t}$ in a box of any size. Since $\ell\propto\gamma^{-1/2}$, a tenfold longer $\ell$ costs a hundredfold weaker friction. For the same $\nu$, $\gamma=1\ \mathrm{ps^{-1}}$ gives $\ell=1$ nm and $\gamma=0.001\ \mathrm{ps^{-1}}$ gives about 32 nm. The continuum flow requires $\ell$ well above the particle size, so the 1 nm figure is a warning about strong friction and not a precise range. The steady formulas also leave out sound and the time the flow takes to develop.

## Computed values

```
FOKKER-PLANCK TEST (reduced units)
residual/rho, w_D = w_R^2: 4.8e-17
residual/rho, w_D = w_R: 1.96304
pair formula, w_D = w_R: 1.96304
PARTICLE FLUID (reduced units: cutoff = mass = kT = 1)
particles: 108; box side: 6.0; density: 3.0
pair friction: 4.5; noise strength: 3.0
repulsion strength: 10.0; time step: 0.04
temperature, w_D = w_R^2: 0.999
temperature, w_D = w_R: 0.362
driving force per mass: 0.25; wave number: 1.0472
steps per driven run: 7000; discarded: 800
amplitude, pair thermostat: 0.890 +- 0.024
amplitude, Langevin added: 0.330 +- 0.011
Langevin rate put in: 0.500
Langevin rate from flow: 0.477 +- 0.027
kinematic viscosity: 0.256
screening length: 0.716
largest |total momentum component|, pair: 9.2e-14
mean P_component^2/(N m kT), Langevin: 1.074
DIRECT PAIR-FRICTION DAMPING (uniform pair structure)
rate at k = 1.0472: 0.09533
rate at k = 0.10472: 0.0009688
direct viscosity contribution: 0.08836
CONTINUUM POINT-FORCE EXAMPLE
kinematic viscosity: 1.0e-06 m^2/s; density: 1000 kg/m^3
dynamic viscosity: 1.0e-03 Pa s; force: 1.0 pN
friction rate: 0.01 ps^-1; length: 10.00 nm
largest Green-function quadrature difference: 2.5e-16
flow in mm/s: Oseen along, screened along, Oseen across, screened across
r = 1 nm: 79.5775, 74.4661, 39.7887, 34.7716
r = 10 nm: 7.9577, 4.2055, 3.9789, 0.8247
r = 30 nm: 2.6526, 0.4721, 1.3263, -0.1040
r = 100 nm: 0.7958, 0.0159, 0.3979, -0.0079
ratios to Oseen flow: along, across; direction average exp(-r/ell)
r/ell = 0.1: 0.9358, 0.8739; 0.904837
r/ell = 1.0: 0.5285, 0.2073; 0.367879
r/ell = 3.0: 0.1780, -0.0784; 0.049787
r/ell = 10.0: 0.0200, -0.0199; 0.000045
gamma = 0.001 ps^-1: ell = 31.62 nm
gamma = 0.010 ps^-1: ell = 10.00 nm
gamma = 0.100 ps^-1: ell = 3.16 nm
gamma = 1.000 ps^-1: ell = 1.00 nm
```
